\section*{Collective Rabi splitting from a carbonyl band's integrated absorption}

\section*{The problem}

A liquid containing carbonyl groups fills the space between two parallel mirrors. The spacing is chosen so that one standing wave of the cavity has the frequency of the C=O stretch. Light and vibration then mix into two polaritons, whose separation is the collective Rabi splitting. An ordinary absorption spectrum of the liquid, taken without the cavity, is available.

Frequencies are given as wavenumbers $\nu=\omega/(2\pi c)$ in cm$^{-1}$. The decadic molar absorption coefficient $\epsilon_{\rm mol}(\nu)$ is defined by $I(z)=I(0)\,10^{-\epsilon_{\rm mol}Cz}$, with reflection losses removed, and the integrated band is
\begin{equation}
A=\int\epsilon_{\rm mol}(\nu)\,d\nu .
\end{equation}
The round model parameters are $A=10^4$ L mol$^{-1}$ cm$^{-2}$, concentration $C=10$ mol/L, band centre $\nu_0=1700$ cm$^{-1}$, linewidth $\gamma=20$ cm$^{-1}$ and background index $n_b=1.4$.

The liquid is described by one harmonic band on a constant, real background,
\begin{equation}
\varepsilon(\nu)=n_b^2+\frac{S}{\nu_0^2-\nu^2-i\gamma\nu},\qquad N=\sqrt{\varepsilon}=n+i\kappa ,
\label{eps}
\end{equation}
for fields varying as $e^{-i\omega t}$. The band strength $S$ has the unit cm$^{-2}$. The molecules are randomly oriented, light travels along the cavity axis, and the mirrors are ideal unless stated otherwise.

\begin{enumerate}
\item[(a)] Find $S$ from $A$ and $C$.
\item[(b)] Find the polariton frequencies of the filled cavity, neglecting damping.
\item[(c)] Predict the resonant splitting from $A$, $C$ and $n_b$, and evaluate it. What happens at a quarter of the concentration?
\item[(d)] A longer cavity holds more molecules. Explain in terms of individual molecules how this affects the splitting.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item For (a), express the absorption coefficient through $\kappa$. Then integrate $\nu(N-n_b)$ along the real axis and close the path in the upper half of the complex plane.
\item For (b), a standing wave must vanish at both mirrors. Square this condition so that $\varepsilon$ appears instead of $N$.
\item The sum and product of the two roots for $\nu^2$ give the separation without solving the quadratic.
\item For (d), write the electric energy of one cavity mode in terms of its displacement field and the molecular dipoles. Look for the one combination of vibrations that the mode can drive.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Band strength from the absorption spectrum}

A wave in the liquid varies in space as $e^{2\pi i\nu Nz}$. Its intensity therefore falls as $e^{-4\pi\nu\kappa z}$. Comparison with $10^{-\epsilon_{\rm mol}Cz}=e^{-\ln 10\,\epsilon_{\rm mol}Cz}$ gives
\begin{equation}
4\pi\nu\kappa=\ln10\;C\,\epsilon_{\rm mol},\qquad
4\pi\int_0^\infty\nu\kappa\,d\nu=\ln10\;CA .
\label{beer}
\end{equation}

The integral on the left can be found even though $n$ varies across the band. The poles of $\varepsilon$ solve $\nu^2+i\gamma\nu=\nu_0^2$, so that
\begin{equation}
\nu=-\frac{i\gamma}{2}\pm\sqrt{\nu_0^2-\frac{\gamma^2}{4}} .
\end{equation}
They lie in the lower half-plane. The zeros of $\varepsilon$ solve the same equation with $\nu_0^2$ replaced by $\nu_0^2+S/n_b^2$, and lie there too. Hence $N$ is analytic in the upper half-plane, and the integral of $\nu(N-n_b)$ around a closed path there vanishes.

Take the real axis from $-R$ to $R$, closed by a large semicircle. For large $|\nu|$,
\begin{equation}
\varepsilon\simeq n_b^2-\frac{S}{\nu^2},\qquad
N\simeq n_b-\frac{S}{2n_b\nu^2},\qquad
\nu(N-n_b)\simeq-\frac{S}{2n_b\nu}.
\end{equation}
On the semicircle $\nu=Re^{i\theta}$, so $d\nu/\nu=i\,d\theta$ with $\theta$ running from $0$ to $\pi$. Its contribution is $-i\pi S/(2n_b)$, and the real axis must supply the opposite:
\begin{equation}
\int_{-\infty}^{\infty}\nu(N-n_b)\,d\nu=\frac{i\pi S}{2n_b}.
\end{equation}
The imaginary part of the integrand is $\nu\kappa$. Since $N(-\nu)=N(\nu)^*$ on the real axis, $\kappa$ is odd and $\nu\kappa$ is even. Half of the integral belongs to positive frequencies:
\begin{equation}
\int_0^\infty\nu\kappa\,d\nu=\frac{\pi S}{4n_b}.
\end{equation}
Insertion into (\ref{beer}) gives $\pi^2S/n_b=\ln10\,CA$, or
\begin{equation}
S=\frac{\ln10\;CA\,n_b}{\pi^2}.
\label{strength}
\end{equation}

The linewidth has dropped out: damping spreads the absorption but leaves its integral unchanged in this model. For the given liquid, $\ln10\,CA=2.3026\times10^5$ cm$^{-2}$ and
\begin{equation}
S=\frac{2.3026\times10^5\times1.4}{\pi^2}\ {\rm cm^{-2}}=3.266\times10^4\ {\rm cm^{-2}} .
\end{equation}

The integral must include the wings. A window reaching 100 cm$^{-1}$ to either side of the centre collects 93.6\% of it here. Using that value for $A$ would make the splitting, which will turn out to vary as $\sqrt S$, too small by $1-\sqrt{0.936}$, about 3\%.

The spectrum must also be taken in the medium that fills the cavity. The values of $A$ and $\nu_0$ taken from it then already contain the effect of neighbouring molecules on the local field. Strictly, $\nu_0$ is the maximum of $\nu\,{\rm Im}\,\varepsilon$, not of $\epsilon_{\rm mol}\propto\nu\kappa$. Near the band $\varepsilon/n_b^2\simeq1+x$ with $x=a/(\nu_0-\nu-i\gamma/2)$ and $a=S/(2n_b^2\nu_0)$. To second order in $x$, $\sqrt{1+x}\simeq1+(a/2)/(\nu_0+a/4-\nu-i\gamma/2)$, so the absorption maximum lies about $a/4=1.2$ cm$^{-1}$ above $\nu_0$ here. Below, ``band centre'' always means $\nu_0$. A gas-phase intensity would need a separate correction.

\subsection*{(b) Polaritons of the filled cavity}

With ideal mirrors at $z=0$ and $z=L$, the field is $\sin(2\pi\nu Nz)$ and must vanish at $z=L$. Thus $2\pi\nu NL=m\pi$, where the order $m=1,2,\ldots$ counts half-waves. Define the cavity frequency without the band as
\begin{equation}
\nu_c=\frac{m}{2n_bL}.
\end{equation}
The standing-wave condition becomes $\nu N=n_b\nu_c$. Squaring it and setting $\gamma=0$ gives
\begin{equation}
\nu^2\left(n_b^2+\frac{S}{\nu_0^2-\nu^2}\right)=n_b^2\nu_c^2 .
\end{equation}
Divide by $n_b^2$, define $G^2=S/n_b^2$, and move the band term to the right:
\begin{equation}
\nu^2-\nu_c^2=\frac{G^2\nu^2}{\nu^2-\nu_0^2}.
\end{equation}
The sign changed twice, once in moving the term and once in reversing the denominator. Multiplication by $\nu^2-\nu_0^2$ gives
\begin{equation}
(\nu^2-\nu_c^2)(\nu^2-\nu_0^2)=G^2\nu^2 .
\label{polariton}
\end{equation}
This is a quadratic equation for $\nu^2$:
\begin{equation}
\nu^4-(\nu_c^2+\nu_0^2+G^2)\nu^2+\nu_c^2\nu_0^2=0 .
\end{equation}
Its roots therefore obey
\begin{equation}
\nu_+^2+\nu_-^2=\nu_c^2+\nu_0^2+G^2,\qquad \nu_+\nu_-=\nu_c\nu_0 .
\end{equation}
Subtracting or adding twice the product yields
\begin{align}
(\nu_+-\nu_-)^2&=(\nu_c-\nu_0)^2+G^2,\label{separation}\\
(\nu_++\nu_-)^2&=(\nu_c+\nu_0)^2+G^2 .
\end{align}
The separation is smallest at $\nu_c=\nu_0$, where it equals $G$. At that point half the sum and half the difference give
\begin{equation}
\nu_\pm=\sqrt{\nu_0^2+\frac{G^2}{4}}\pm\frac G2 .
\label{positions}
\end{equation}
No approximation $G\ll\nu_0$ was needed. Because the model is harmonic, these classical frequencies are also the energies, divided by $hc$, of its one-quantum excitations.

\subsection*{(c) The splitting and its dependence on concentration}

The resonant splitting is $\Omega=G=\sqrt S/n_b$. With (\ref{strength}),
\begin{equation}
\Omega=\frac1{n_b}\sqrt{\frac{\ln10\;CA\,n_b}{\pi^2}}
=\frac1\pi\sqrt{\frac{\ln10\;CA}{n_b}} .
\label{result}
\end{equation}
The product $CA$ has the unit cm$^{-2}$, so $\Omega$ comes out in cm$^{-1}$. Neither $L$ nor $m$ appears. For the given liquid,
\begin{equation}
\Omega=\frac1\pi\sqrt{\frac{2.3026\times10^5}{1.4}}\ {\rm cm^{-1}}
=129.1\ {\rm cm^{-1}}=16.0\ {\rm meV}.
\end{equation}
Equation (\ref{positions}) places the polaritons at 1636.7 and 1765.8 cm$^{-1}$. Their midpoint lies 1.2 cm$^{-1}$ above the band centre, because of the term $G^2/4$ under the root.

If $A$, $n_b$ and $\nu_0$ do not change on dilution, $\Omega\propto\sqrt C$. A quarter of the concentration gives half the splitting, 64.5 cm$^{-1}$. The square-root law can fail if dilution changes the surroundings of the carbonyl groups, for example through hydrogen bonding. The value of $A$ measured at each concentration should then be used in (\ref{result}).

Damping and mirror leakage add a second condition. The peaks of a transmission spectrum are not the same quantities as the lossless frequencies (\ref{positions}). For mirrors of 95\% reflectivity, modelled by a fixed real reflection coefficient, and the 20 cm$^{-1}$ molecular linewidth, the computed peak separation at order 1 is 131.1 cm$^{-1}$ at 10 mol/L, which is 1.6\% above the lossless value. At 2.5 mol/L it is 68.1 cm$^{-1}$, or 5\% above. The ratio of the two peak separations is therefore 1.93 instead of 2. These values depend on the mirror model: thin lossless sheet mirrors of the same reflectivity, with the empty cavity tuned to $\nu_0$, give 127 or 136 cm$^{-1}$ at 10 mol/L according to the sign of their reflection phase. Equation (\ref{result}) predicts measured peaks well when the splitting is large compared with the linewidths and the field hardly enters the mirrors, as for thin gold films. Bragg mirrors hold part of the mode in layers without absorbers. For quarter-wave stacks of indices 2.2 and 1.4 with 96\% reflectivity, the peak separation is only 80, 96 and 109 cm$^{-1}$ for one, two and four half-waves of liquid.

\subsection*{(d) Why a longer cavity does not split more}

The molecular picture is simplest in Hartree atomic units with $4\pi\varepsilon_0=1$. Let $x_j$ be the mass-weighted stretch coordinate of molecule $j$, $Z$ the derivative of its dipole with respect to $x_j$, and $\theta_j$ the angle between that dipole change and the field. In the cavity Born--Oppenheimer picture the electrons follow the nuclei and the slow cavity field. Their response to the field is represented here by $n_b$, and their response to the stretch is contained in $Z$. Since $E$ below is the macroscopic field, $Z$ and $\omega_0$ are effective values in the liquid that include the local field. In the Lorentz local-field model $Z$ is $(n_b^2+2)/3=1.32$ times the dipole derivative of an isolated molecule.

The mode has the normalized shape $u(z)=\sqrt{2/V}\,\sin kz$, where $V$ is the cavity volume and $k=m\pi/L$. Write its displacement field as $d\,u(z)$. The vibrational polarization projected on the mode is
\begin{equation}
p=\sum_j u(z_j)\,Z\cos\theta_j\,x_j .
\end{equation}
Since $D=n_b^2E+4\pi P$, the electric amplitude is $(d-4\pi p)/n_b^2$, and the electric energy $n_b^2E^2/8\pi$ integrated over the mode is
\begin{equation}
\frac{n_b^2}{8\pi}\left(\frac{d-4\pi p}{n_b^2}\right)^2=\frac{(d-4\pi p)^2}{8\pi n_b^2}.
\end{equation}
Set $d=\sqrt{4\pi}\,n_b\omega_cq$. The energy becomes $\frac12(\omega_cq-\sqrt{4\pi}\,p/n_b)^2$, which without molecules is the potential of an oscillator of frequency $\omega_c$. The magnetic energy is its kinetic term, with $\omega_c=ck/n_b$. From $\nabla\times H=\dot D/c$ the magnetic field is $\sqrt{2/V}\cos kz$ times an amplitude of size $\dot d/(ck)$, so its energy is $\dot d^{\,2}/(8\pi c^2k^2)=n_b^2\omega_c^2\dot q^2/(2c^2k^2)=\frac12\dot q^2$. Adding the stretching energy gives
\begin{equation}
W=\frac12\Big(\omega_cq-\sum_j\lambda_jZ\cos\theta_j\,x_j\Big)^2+\frac{\omega_0^2}2\sum_jx_j^2,
\qquad \lambda_j=\sqrt{\frac{8\pi}{n_b^2V}}\,\sin kz_j .
\end{equation}
The squared dipole sum is the dipole self-energy. Permanent dipoles would add a constant inside the bracket. A shift of $q$ removes it without changing any frequency.

The field sees one combination of the vibrations. Define
\begin{equation}
B=\frac1g\sum_j\lambda_jZ\cos\theta_j\,x_j,\qquad
g^2=\sum_j\lambda_j^2Z^2\cos^2\theta_j .
\end{equation}
The factor $1/g$ makes $B$ a normalized coordinate. For $N_{\rm mol}$ molecules, the $N_{\rm mol}-1$ combinations orthogonal to $B$ do not enter the bracket and keep the frequency $\omega_0$. The equations of motion of the other two coordinates are
\begin{align}
\ddot q&=-\omega_c(\omega_cq-gB),\\
\ddot B&=g(\omega_cq-gB)-\omega_0^2B .
\end{align}
For motion at frequency $\omega$ they become
\begin{equation}
(\omega_c^2-\omega^2)q=\omega_cgB,\qquad
(\omega_0^2+g^2-\omega^2)B=\omega_cgq .
\end{equation}
Multiplying the two equations and dividing by $qB$ gives
\begin{equation}
(\omega_c^2-\omega^2)(\omega_0^2+g^2-\omega^2)=\omega_c^2g^2 .
\end{equation}
Moving the part proportional to $g^2$ to the right leaves
\begin{equation}
(\omega_c^2-\omega^2)(\omega_0^2-\omega^2)
=\omega_c^2g^2-g^2(\omega_c^2-\omega^2)=g^2\omega^2 ,
\end{equation}
which has the form of (\ref{polariton}). The coupling $g$ is therefore the resonant splitting in angular frequency.

It remains to evaluate $g$. In a uniformly filled cavity $\sin^2kz$ averages to $1/2$, and for random orientations $\cos^2\theta$ averages to $1/3$. With the number density $\rho=N_{\rm mol}/V$,
\begin{equation}
g^2=N_{\rm mol}\,\frac{8\pi Z^2}{n_b^2V}\cdot\frac12\cdot\frac13
=\frac{4\pi\rho Z^2}{3n_b^2}.
\label{micro}
\end{equation}
This agrees with the dielectric description. A field $E$ drives $\ddot x_j=-\omega_0^2x_j+Z\cos\theta_jE$, so $P=\rho Z^2E/[3(\omega_0^2-\omega^2)]$. The band term $4\pi P/E$ then has the strength $4\pi\rho Z^2/3$ in angular-frequency units, and dividing by $n_b^2$ gives (\ref{micro}).

At fixed mirror area and concentration, $N_{\rm mol}$ grows as $L$, while the squared coupling of each molecule falls as $1/V\propto1/L$. The two factors cancel. At order 1 the cavity is 2.10 micrometres long and holds $1.27\times10^{10}$ molecules per square micrometre of mirror. For one square micrometre, the root-mean-square coupling per molecule is $\Omega/\sqrt{N_{\rm mol}}=1.15\times10^{-3}$ cm$^{-1}$. At order 4 there are four times as many molecules, each coupled half as strongly.

The numerical check diagonalizes this potential for 150, 300 and 600 explicit molecules at orders 1, 2 and 4. The splitting is 129.02 cm$^{-1}$ each time. The shortfall of 0.07 cm$^{-1}$ from (\ref{result}) comes from using 15 values of $\cos\theta$ at the midpoints of equal intervals between 0 and 1. The mean of $\cos^2\theta$ is then $\frac13(1-\frac1{900})$, which lowers $g$ by about one part in 1800.

\section*{Variation 1: a spacer that is 5\% too short}

\emph{The order-1 cavity has 0.95 of its resonant length. What separation is found, and does this contradict part (d)?}

The cavity frequency rises to $\nu_c=1700/0.95=1789.5$ cm$^{-1}$, a detuning of 89.5 cm$^{-1}$. Equation (\ref{separation}) gives
\begin{equation}
\nu_+-\nu_-=\sqrt{89.5^2+129.1^2}\ {\rm cm^{-1}}=157.1\ {\rm cm^{-1}} .
\end{equation}
There is no contradiction. The coupling $G$ is unchanged, and the extra separation is due to detuning. Independence of length refers to $G$, or equally to the splitting at the resonant lengths $L=m/(2n_b\nu_0)$. In an experiment it is found approximately, when the splitting is large compared with the linewidths and the field hardly enters the mirrors, as the minimum peak separation while the cavity is tuned through the band.

\section*{Variation 2: a film that fills half the cavity}

\emph{The cavity is lengthened to order 2, but the liquid still occupies one half-wave next to a mirror. The rest is a transparent spacer of index $n_b$. What is the splitting?}

The number of molecules is that of the order-1 cavity, while the volume has doubled. Over a complete half-wave $\sin^2kz$ still averages to $1/2$. In the first form of (\ref{micro}), $N_{\rm mol}/V$ is therefore half as large, and
\begin{equation}
\Omega_{\rm film}\simeq\frac{\Omega}{\sqrt2}=\frac{129.1}{\sqrt2}\ {\rm cm^{-1}}=91.3\ {\rm cm^{-1}} .
\end{equation}

This estimate keeps one cavity mode. In a uniformly filled cavity, different modes drive orthogonal combinations of the vibrations, because their sine functions are orthogonal over the whole length. Over the film alone they are not all orthogonal, so other modes can contribute. The full two-layer problem requires the field and its slope to be continuous at the film surface. With phases $\phi_1=2\pi N\nu L_1$ in the film and $\phi_2=2\pi n_b\nu L_1$ in the spacer, where $L_1=1/(2n_b\nu_0)$, this means
\begin{equation}
n_b\sin\phi_1\cos\phi_2+N\cos\phi_1\sin\phi_2=0 .
\end{equation}
Without damping $N$ grows without bound as $\nu$ approaches $\nu_0$ from below, so further roots, with more half-waves inside the film, crowd together just under the band. The two roots that continue the order-2 mode lie near $\nu_0\pm\Omega/(2\sqrt2)$. Found numerically without damping, they are 91.32 cm$^{-1}$ apart, against 91.28 cm$^{-1}$ from the one-mode estimate. Between mirrors that the field does not enter, lengthening a cavity thus preserves the splitting when the added space is filled with the same liquid, and reduces it when that space is empty of absorbers. Mirrors with deep field penetration act like such an empty region, and the splitting then rises with length towards $\Omega$.

\section*{Computed results}
\begin{verbatim}
band centre: 1700 cm^-1
integrated molar absorption A: 10000 L mol^-1 cm^-2
concentration C: 10.0 mol/L
background index: 1.40
molecular linewidth: 20 cm^-1
mirror reflectivity: 0.95
ln10*C*A: 230258.5 cm^-2
absorption integral by quadrature: 230258.5 cm^-2
fraction within 100 cm^-1 of centre: 0.9364
band strength S: 32662.1 cm^-2
predicted splitting: 129.09 cm^-1
predicted splitting: 16.01 meV
splitting / band centre: 0.0759
lower polariton, Maxwell root: 1636.68 cm^-1
upper polariton, Maxwell root: 1765.77 cm^-1
Maxwell root splitting: 129.09 cm^-1
detuning at 0.95 of resonant length: 89.47 cm^-1
splitting at that length: 157.07 cm^-1
effective dipole slope Z: 0.01347 e/sqrt(m_e)
order 1: length 2.101 micrometre
  explicit molecules 150, dark modes 149
  splitting by diagonalization: 129.02 cm^-1
  lossy transmission splitting: 131.12 cm^-1
order 2: length 4.202 micrometre
  explicit molecules 300, dark modes 299
  splitting by diagonalization: 129.02 cm^-1
  lossy transmission splitting: 130.12 cm^-1
order 4: length 8.403 micrometre
  explicit molecules 600, dark modes 599
  splitting by diagonalization: 129.02 cm^-1
  lossy transmission splitting: 129.62 cm^-1
molecules per square micrometre, order 1: 1.265e+10
splitting/sqrt(that number): 1.148e-03 cm^-1
low concentration: 2.5 mol/L
  predicted splitting: 64.55 cm^-1
  splitting by diagonalization: 64.51 cm^-1
  lossy transmission splitting: 68.06 cm^-1
concentration exponent, molecules: 0.5000
half-filled order-2 cavity splitting: 91.32 cm^-1
predicted splitting/sqrt(2): 91.28 cm^-1
\end{verbatim}
